# Why uniform k-point sums converge exponentially for insulators, algebraically for metals

## The grid selects supercell vectors

A uniform grid of $N$ k-points per direction is unchanged by a translation of $2\pi/N$ along any axis (lattice constant 1). This symmetry fixes the form of the error. Let the integrand $f(\mathbf k)$ be periodic, with

$$f(\mathbf k)=\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},\qquad f_{\mathbf R}=\int\frac{d^dk}{(2\pi)^d}\,f(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}.$$

The translation multiplies the wave $e^{i\mathbf k\cdot\mathbf R}$ by $e^{2\pi iR_i/N}$ but cannot change its grid average. The average therefore vanishes unless every $R_i$ is a multiple of $N$. If the grid is displaced from the origin by $\mathbf s$, a surviving wave $\mathbf R=N\mathbf m$ has the value $e^{iN\mathbf m\cdot\mathbf s}$ at every grid point. The exact average is $f_{\mathbf 0}$, so

$$E_N-E=\sum_{\mathbf m\neq\mathbf 0}f_{N\mathbf m}\,e^{iN\mathbf m\cdot\mathbf s}.\tag{1}$$

This is Poisson summation. A displacement alters phases, not the size of the coefficients; below $\mathbf s=0$ unless stated.

In real space, $N$ k-points describe a ring of $N$ cells, since Bloch waves on the ring obey $e^{ikN}=1$. For the band energy, $f_{\mathbf R}$ is a trace of matrix elements of (Hamiltonian × occupied projector) between cells $\mathbf R$ apart. On the ring a cell is its own neighbour at distance $N$, and (1) collects these spurious contributions. The convergence question is how fast $f_{\mathbf R}$ decays.

## Insulators: analyticity gives an exponential

Suppose the hoppings decay exponentially, so that $H(\mathbf k)$ is analytic near real $\mathbf k$, and the chemical potential lies in a gap. The occupied band energy is

$$f(\mathbf k)=\oint\frac{dz}{2\pi i}\,z\,\mathrm{Tr}\,[z-H(\mathbf k)]^{-1},$$

with a contour around the occupied levels only. The gap leaves room for the contour, also when $\mathbf k$ becomes slightly complex. Hence $f$ is analytic in a strip $|\mathrm{Im}\,k_i|\le\kappa'$.

In one dimension, for $R>0$, move the integration line to $k-i\kappa'$. The vertical sides cancel by periodicity, and $e^{-ikR}$ acquires the factor $e^{-\kappa'R}$. For $R<0$ move it the other way. With $M$ the maximum of $|f|$ on the displaced lines, $|f_R|\le Me^{-\kappa'|R|}$.

In two dimensions, displace the component with the largest $|R_i|$. There are $(2s+1)^2-(2s-1)^2=8s$ vectors $\mathbf m$ whose largest component is $s$. With $q=e^{-\kappa'N}$,

$$|E_N-E|\le M\sum_{s\ge1}8s\,q^s=\frac{8Mq}{(1-q)^2}.$$

Take a two-orbital square lattice with levels $\pm\Delta$ coupled by $-2t(\cos k_x+\cos k_y)$, so that $f=-\sqrt{\Delta^2+4t^2(\cos k_x+\cos k_y)^2}$. The root vanishes when $\cos k_x+\cos k_y=\pm i\Delta/2t$. For $k_x=x+i\kappa'$ and real $k_y$ this requires $|\sin x|\sinh\kappa'=\Delta/2t$, hence $\sinh\kappa'\ge\Delta/2t$. For $\Delta=0.5t$, a strip at 0.9 of this limit has $\kappa'=0.223$, and sampling the displaced lines gives $M=4.08t$. Against a Gauss–Legendre integral, the grid errors at $N=24$ and $48$ are $1.1\times10^{-5}t$ and $6.8\times10^{-9}t$. The bounds are $0.16t$ and $7.4\times10^{-4}t$: they guarantee the exponential but are poor estimates of the error.

The trace matters. Occupied bands may cross without spoiling its analyticity, whereas one band selected by energy order can have a kink at the crossing. Sums over the whole occupied set should be used to judge convergence.

The argument covers a single integral over a fixed, short-ranged $H(\mathbf k)$. Long-range Coulomb terms, such as exact exchange, bring a kernel that is singular at $\mathbf k=\mathbf k'$. An insulator can then also converge only algebraically in $N$, unless that singularity is treated separately.

## How large: a chain with a gap

Consider a chain with two sites per cell, site energies $\pm\Delta$, hopping $-t$ and one spinless electron per cell. The off-diagonal element is $-t(1+e^{-ik})$, of squared modulus $4t^2\cos^2(k/2)$. The occupied band is

$$f(k)=-\sqrt{\Delta^2+4t^2\cos^2(k/2)},$$

with gap $2\Delta$ at $k=\pi$. At $k=\pi+i\kappa$, $\cos(k/2)=-i\sinh(\kappa/2)$, so the root vanishes when

$$\sinh(\kappa/2)=\Delta/2t.$$

Put $k=\pi+q$, $z=e^{iq}$ and $r=e^{-\kappa}$. Since $\Delta^2=2t^2(\cosh\kappa-1)$,

$$f=-t\sqrt{2(\cosh\kappa-\cos q)}=-t\,r^{-1/2}\sqrt{(1-rz)(1-r/z)}.$$

For large $R$ the coefficient of $z^R$ is governed by the singularity at $z=1/r$, where the second factor equals $1-r^2$. The coefficient of $(rz)^R$ in $\sqrt{1-rz}$ is

$$\frac{\Gamma(R-\frac12)}{\Gamma(-\frac12)\,R!}\simeq-\frac{1}{2\sqrt\pi\,R^{3/2}}\left(1+\frac{3}{8R}\right).$$

Using $r^{-1/2}\sqrt{1-r^2}=\sqrt{2\sinh\kappa}$, and $z^R=(-1)^Re^{ikR}$,

$$f_R\simeq(-1)^R\,t\sqrt{\frac{\sinh\kappa}{2\pi}}\,\frac{e^{-\kappa R}}{R^{3/2}}.\tag{2}$$

The next term needs the variation of the second factor. With $w=1-rz$, $\sqrt{1-r/z}\simeq\sqrt{1-r^2}\,[1-r^2w/2(1-r^2)]$. The coefficient of $(rz)^R$ in $w^{3/2}$ is $-3/(2R-3)\simeq-3/(2R)$ times that in $w^{1/2}$, from the same Gamma-function formula with exponent $3/2$. The relative correction to (2) is therefore

$$\frac{3}{8R}+\frac{3r^2}{4R(1-r^2)}=\frac{3\coth\kappa}{8R}.$$

The vectors $\pm N$ give $E_N-E\simeq2f_N$. For $\Delta=0.5t$, $\kappa=0.495$. The exact energy, from a complete elliptic integral, is $-1.40284t$. The grid errors are:

| $N$ | grid error / $t$ | $2f_N$ from (2) / $t$ |
|---|---|---|
| 8 | $5.35\times10^{-4}$ | $4.83\times10^{-4}$ |
| 16 | $3.42\times10^{-6}$ | $3.26\times10^{-6}$ |
| 32 | $4.29\times10^{-10}$ | $4.19\times10^{-10}$ |

At $N=32$ the correction is 2.6%, which accounts for the remaining difference. Displacing the 16-point grid by half a step, $s=\pi/16$, multiplies the leading terms by $e^{\pm i\pi}=-1$, and the error becomes $-3.42\times10^{-6}t$. For this shift the rate is unchanged. A quarter step, $s=\pi/2N$, is different: the phases $\pm i$ cancel the leading pair because $f_N=f_{-N}$, and the error is about $-2f_{2N}$. Since $f(k)=f(-k)$, such a grid is equivalent to a half-step grid of $2N$ points; this is the idea behind special k-points.

## A small gap looks metallic first

For $\kappa\ll1$ the band near $q=0$ is $f\simeq-t\sqrt{\kappa^2+q^2}$. Two integrations by parts over the full period give $f_R=-(f'')_R/R^2$, without boundary terms. Here $f''\simeq-t\kappa^2/(\kappa^2+q^2)^{3/2}$ is concentrated near $q=0$, so for large $R$ the integral may be extended to infinity:

$$f_R\simeq\frac{(-1)^Rt\kappa^2}{2\pi R^2}\int_{-\infty}^{\infty}\frac{\cos(qR)\,dq}{(\kappa^2+q^2)^{3/2}}
=(-1)^R\,\frac{t\kappa}{\pi R}K_1(\kappa R).$$

The integral equals $2RK_1(\kappa R)/\kappa$, with $K_1$ the modified Bessel function. For $\kappa R\ll1$, $K_1(x)\simeq1/x$ gives $t/(\pi R^2)$ in magnitude. For $\kappa R\gg1$, $K_1(x)\simeq\sqrt{\pi/2x}\,e^{-x}$ recovers (2) at small $\kappa$.

At $\Delta=0$ the chain is a metal with a kink at $k=\pi$. For even $N$ all terms are positive, and $\sum_m m^{-2}=\pi^2/6$ gives an error $\pi t/(3N^2)$ at leading order. For $\Delta=0.05t$, $1/\kappa=20$ cells:

| $N$ | error, $\Delta=0.05t$ / $t$ | error, $\Delta=0$ / $t$ |
|---|---|---|
| 10 | $6.7\times10^{-3}$ | $1.05\times10^{-2}$ |
| 20 | $1.1\times10^{-3}$ | $2.6\times10^{-3}$ |
| 80 | $5.0\times10^{-6}$ | $1.6\times10^{-4}$ |
| 200 | $3.0\times10^{-9}$ | $2.6\times10^{-5}$ |

The two errors have similar size at $N=10$ and differ by four orders of magnitude at $N=200$. In this model the useful measure is $N\kappa$, with $\kappa\simeq\Delta/t$ for a small gap. A grid with $N\kappa\lesssim1$ has not yet entered the exponential regime.

## Metals: the Fermi surface leaves a power

Now take one band $\varepsilon=-2t\cos k$ at zero temperature and fixed $\mu$, with Fermi points $\pm k_F$ and $v=\varepsilon'(k_F)>0$. The power depends on the quantity being averaged.

The electron count has a step as integrand, so $n_R=\sin(k_FR)/(\pi R)$. Let $y$ be the fractional part of $Nk_F/2\pi$. From $\sum_{m\ge1}\sin(mx)/m=(\pi-x)/2$ for $0<x<2\pi$,

$$n_N-n=\frac{2}{\pi N}\sum_{m\ge1}\frac{\sin(2\pi my)}{m}=\frac{1-2y}{N},\qquad 0<y<1.$$

The grand potential $\Omega$ averages $g=(\varepsilon-\mu)\theta(\mu-\varepsilon)$, which is continuous. Its slope jumps from $v$ to 0 at $k_F$ and from 0 to $-v$ at $-k_F$: by $-v$ each time. Since $g_R=-(g'')_R/R^2$,

$$g_R=\frac{v\cos(k_FR)}{\pi R^2}+O(R^{-3}).$$

The remainder comes from the finite steps in the regular part of $g''$. With $\sum_{m\ge1}\cos(2\pi my)/m^2=\pi^2(y^2-y+\tfrac16)$,

$$\Omega_N-\Omega=\frac{2\pi v}{N^2}\left(y^2-y+\tfrac16\right)+O(N^{-3}).\tag{3}$$

For $\mu=-0.5t$, $k_F=1.318$ and $v=1.936t$. At $N=64$, $y=0.4262$. The count error is $(1-0.8524)/64=2.31\times10^{-3}$. The bracket in (3) is $-0.0779$, giving $-2.31\times10^{-4}t$; the grid gives $-2.32\times10^{-4}t$.

The bracket changes sign with $y$, so one small difference between successive grids is weak evidence of convergence. Several $N$ should be compared, and the envelope $\pi v/(3N^2)$ used as the scale.

The band energy at fixed $\mu$ is $\Omega+\mu n$, so its error contains $\mu(n_N-n)$, of order $1/N$ for $\mu\ne0$. Fixing the filling removes this term. For any occupations between 0 and 1 with mean $n$, the energy is at least $\Omega_N(\mu)+\mu n$, because $\Omega_N$ fills precisely the states that lower $\varepsilon-\mu$. Equality holds at the grid Fermi level $\mu_N$ if the last level may be fractionally filled. Thus $E_N=\max_\mu[\Omega_N(\mu)+\mu n]$, and likewise in the limit. Inserting $\mu_N$ in the exact maximum, and the exact $\mu$ in the grid maximum, gives

$$\delta\Omega(\mu)\le E_N-E\le\delta\Omega(\mu_N),\qquad\delta\Omega=\Omega_N-\Omega.$$

Away from band edges both bounds are $O(N^{-2})$. At $N=64$ the fixed-filling error is $-4.6\times10^{-5}t$, between $-2.3\times10^{-4}t$ and $4.9\times10^{-4}t$.

## Two dimensions: curvature changes the power

Take a parabolic band, $\hbar=m=1$, with a circular Fermi line inside the zone. Let $g=(k^2-k_F^2)/2$ inside the circle and zero outside, repeated periodically. The angular integral gives $J_0$, and $kJ_0(kR)=\frac{d}{dk}[kJ_1(kR)/R]$. The boundary term vanishes with $g$, so

$$g_R=\frac1{2\pi}\int_0^{k_F}\!kJ_0(kR)\frac{k^2-k_F^2}{2}\,dk
=-\frac1{2\pi R}\int_0^{k_F}\!k^2J_1(kR)\,dk
=-\frac{k_F^2J_2(k_FR)}{2\pi R^2}.$$

As $J_2$ decays like $R^{-1/2}$, $g_R=O(R^{-5/2})$. The sum of $|\mathbf m|^{-5/2}$ over a square lattice converges, so the error is $O(N^{-5/2})$. For $k_F=2$, the root-mean-square of error times $N^{5/2}$ is 1.16 over $N=40$–$79$ and 1.23 over $N=160$–$199$: nearly constant. Individual grids scatter widely; at $N=80$ the error happens to be only $-4.5\times10^{-7}$.

The count has $n_R=k_FJ_1(k_FR)/(2\pi R)=O(R^{-3/2})$. The sum of $|\mathbf m|^{-3/2}$ diverges in two dimensions, so bounding each term no longer yields a power of $N$. Other Fermi-surface shapes and three dimensions likewise need their own count.

## Smearing: exponential convergence to another value

At temperature $T$ ($k_B=1$) the step becomes the Fermi function $F(\varepsilon)$, with nearest poles at $\varepsilon=\mu\pm i\pi T$ and residue $-T$ in $\varepsilon$. Return to the one-dimensional metal and let $\varepsilon(k_1)=\mu+i\pi T$ with $\mathrm{Im}\,k_1>0$. Since the integrand is even, use $e^{ikR}$ and move the line upwards past $k_1$ and its mirror image $-k_1^*$, where the slope is $-\varepsilon'(k_1)^*$. The residues give

$$n_R\simeq-iT\left[A-A^*\right]=2T\,\mathrm{Im}\,A,\qquad A=\frac{e^{ik_1R}}{\varepsilon'(k_1)},$$

and the count error is $2n_N\simeq4T\,\mathrm{Im}[e^{ik_1N}/\varepsilon'(k_1)]$. Linearising the band gives the rate $\mathrm{Im}\,k_1\simeq\pi T/v$.

For $T=0.1t$ the rate is 0.161, against 0.162 from the linear estimate. Relative to a numerical integral at the same temperature, the count error is $-1.1\times10^{-3}$ at $N=32$ and $1.9\times10^{-6}$ at $N=64$. To leading order at large $N$, the error oscillates under the envelope $4T\,e^{-N\,\mathrm{Im}\,k_1}/|\varepsilon'(k_1)|$, where $\varepsilon'(k_1)^2=4t^2-(\mu+i\pi T)^2$ gives $|\varepsilon'(k_1)|\approx1.97t$. The envelope is about $1.2\times10^{-3}$ at $N=32$ and $7\times10^{-6}$ at $N=64$, so the phase makes the second error smaller than the rate alone implies.

The limit has moved, however. Averaging the zero-temperature count over $-F'$, whose second moment is $\pi^2T^2/3$, gives at fixed $\mu$

$$n(T)-n(0)\simeq\frac{\pi^2}{6}T^2D'(\mu),\qquad D(\mu)=\frac{1}{\pi\sqrt{4t^2-\mu^2}}.$$

This is $-3.6\times10^{-4}$ here; the integral gives $-3.7\times10^{-4}$. At $N=64$ the displacement is more than 50 times the envelope of the grid error, and a denser grid at the same $T$ cannot remove it. To approach zero temperature, lower $T$ while keeping $N\pi T/v$ well above 1, and follow the two errors separately.

Numbers in the example were calculated in double precision.
